\section*{The Self-Consistent Ultrasoft Perturbation at Wavevector q, with Phonon Terms, part 2}

The problem is the linear response of a nonmagnetic insulator, described by ultrasoft pseudopotentials, to a perturbation of wavevector $\mathbf q$. Rydberg units are used ($\hbar^2/2m=1$, $e^2=2$). The crystal has $N$ cells of volume $\Omega$; atom $s$ of cell $l$ sits at $\mathbf R_l+\boldsymbol\tau_s$.

Orbitals obey $H\psi=\varepsilon S\psi$, with $H=T+V+\sum D\,\beta\beta$, $D=D^0+\int VQ$, $S=1+\sum q_{nm}|\beta_n\rangle\langle\beta_m|$ and $q_{nm}=\int Q_{nm}$. Projectors $\beta$ and augmentation functions $Q$ are real. The density operator is $K(\mathbf r)=|\mathbf r\rangle\langle\mathbf r|+\sum Q_{nm}(\mathbf r)|\beta_n\rangle\langle\beta_m|$. States $v,v'$ are occupied and $c$ empty; $\langle c|S|v\rangle=0$, but the plain overlap $\langle c|v\rangle$ need not vanish.

Periodic parts $u_{\mathbf k}$ have plane-wave coefficients $c_{\mathbf G}$, with $|\mathbf k+\mathbf G|^2<E_{\rm cut}$. Also $\tilde f(\mathbf p)=\int f e^{-i\mathbf p\cdot\mathbf r}d^3r$, $\beta^{\mathbf k}_{sm}(\mathbf G)=\Omega^{-1/2}\tilde\beta_{sm}(\mathbf k+\mathbf G)e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau_s}$, $b^{\mathbf k}_{sm}=\langle\beta^{\mathbf k}_{sm}|u_{\mathbf k}\rangle$ and $\Delta b=\langle\beta^{\mathbf k+\mathbf q}|\Delta u\rangle$.

Per unit real amplitude $\lambda$, the $+\mathbf q$ parts of potential and density are $e^{i\mathbf q\cdot\mathbf r}dv$ and $e^{i\mathbf q\cdot\mathbf r}dn$; $\Delta u$, with coefficients $\Delta c$, is the conduction response. Earlier results:
\begin{gather}
I_{s,nm}=\sum_{\mathbf G}dv(\mathbf G)\,e^{i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\,\tilde Q_{s,nm}(\mathbf q+\mathbf G)^* .\label{I}\\
\Delta H^{\mathbf k+\mathbf q,\mathbf k}=dv+\sum_{s,nm}|\beta^{\mathbf k+\mathbf q}_{sn}\rangle\,I_{s,nm}\,\langle\beta^{\mathbf k}_{sm}| ,\label{main}\\
\tilde Q_{nm}(\mathbf p)=4\pi\sum_{LM}(-i)^L\,C^{LM}_{nm}\,Y_{LM}(\hat{\mathbf p})\int_0^\infty r^2Q^L_{nm}(r)\,j_L(pr)\,dr .\label{Qt}\\
\langle c|S|\delta v\rangle=\frac{\langle c|\delta H-\varepsilon_v\delta S|v\rangle}{\varepsilon_v-\varepsilon_c},\label{sos}\\
\big(H-\varepsilon_{\mathbf kv}S+\alpha SP_vS\big)_{\mathbf k+\mathbf q}|\Delta u_{\mathbf kv}\rangle=-(1-SP_v)\,(\Delta H-\varepsilon_{\mathbf kv}\Delta S)|u_{\mathbf kv}\rangle .\label{st}\\
2\sum_{vv'}\langle v|K|v'\rangle\big[\langle v'|S|\delta v\rangle+\langle\delta v'|S|v\rangle\big]=-2\sum_{vv'}\langle v|K|v'\rangle\langle v'|\delta S|v\rangle ,\label{vv}\\
dn(\mathbf G)=\frac{4}{N\Omega}\sum_{\mathbf kv}\Big[\sum_{\mathbf G'}c^*_{\mathbf G'}\Delta c_{\mathbf G'+\mathbf G}+\sum_{s,nm}e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\tilde Q_{s,nm}(\mathbf q+\mathbf G)\,b^{\mathbf k*}_{sn}\Delta b_{sm}\Big].\label{dn}\\
dv(\mathbf G)=dv_{\rm ext}(\mathbf G)+\frac{8\pi\,dn(\mathbf G)}{|\mathbf q+\mathbf G|^2}+(f_{xc}\,dn)(\mathbf G).\label{scf}
\end{gather}
Other blocks of $\Delta H$ vanish. In cell $l$, $D$ changes by $2\lambda\,\mathrm{Re}(e^{i\mathbf q\cdot\mathbf R_l}I)$. Local elements require $|\mathbf q+\mathbf G|<2\sqrt{E_{\rm cut}}$. $P_v=\sum_{v'}|v'\rangle\langle v'|$ at $\mathbf k+\mathbf q$; $\alpha$ exceeds the valence width; $f_{xc}=dV_{xc}/dn$. Equation (\ref{vv}), the valence part of $\delta n$, vanishes at fixed atoms, where $\delta S=\Delta S=0$.

\section{Two properties that depend on $I$}

Let $M_{\mathbf G}=\langle c|\Delta H|v\rangle$ for the unit potential $dv=e^{i\mathbf G\cdot\mathbf r}$. Put $\Delta u\to|c\rangle$ in the bracket of (\ref{dn}): the soft term is $\langle v|e^{-i\mathbf G\cdot\mathbf r}|c\rangle$, and the second term is the conjugate of the $I$ term of $M_{\mathbf G}$, by (\ref{I}) and $Q_{nm}=Q_{mn}$. The bracket is $M_{\mathbf G}^*$, and with (\ref{sos})
\begin{equation}
dn(\mathbf G)=\sum_{\mathbf G'}\chi_0(\mathbf G,\mathbf G')dv(\mathbf G'),\qquad\chi_0=\frac{4}{N\Omega}\sum_{\mathbf kvc}\frac{M^*_{\mathbf G}M_{\mathbf G'}}{\varepsilon_{\mathbf kv}-\varepsilon_{\mathbf k+\mathbf q,c}} .
\label{chi}
\end{equation}
This matrix is Hermitian, with non-positive diagonal. If $I$ is dropped from $\Delta H$ while the density stays augmented, the two factors differ and the argument for hermiticity is lost.

Now let $dv=1$ and $\mathbf q\to0$. Then $I\to q_{nm}$, $\beta^{\mathbf k+\mathbf q}\to\beta^{\mathbf k}$ and $\Delta H=S_{\mathbf k}+O(q)$. The gap makes the empty subspace vary smoothly with $\mathbf q$, and $\langle c|S|v\rangle=0$, so $M_0=O(q)$ and $\sum|M_0|^2=O(q^2)$. Then $\chi_0(0,0)=O(q^2)$ and the product $8\pi\chi_0(0,0)/q^2$ stays finite. Without $I$, $M_0$ tends to the overlap of the first section. In a finite basis the limit requires the same set of $\mathbf G$ at $\mathbf k$ and $\mathbf k+\mathbf q$.

\section{What a phonon adds}\label{ph}

Displace atom $s$ of cell $l$ by $\lambda(e^{i\mathbf q\cdot\mathbf R_l}+\text{c.c.})\hat{\mathbf e}$. Any function $f$ attached to it changes by $-\hat{\mathbf e}\cdot\nabla f$ per unit displacement, which multiplies $\tilde f(\mathbf p)$ by $-i\mathbf p\cdot\hat{\mathbf e}$. The displacement is real, so its part $e^{i\mathbf q\cdot\mathbf R_l}$ multiplies the derivative unconjugated whether the function stands in a ket or a bra, and the lattice sums are the ones already done. The plane waves do not move.

The local ionic potential $v_s$ gives $dv_{\rm ext}(\mathbf G)=-i(\mathbf q+\mathbf G)\cdot\hat{\mathbf e}\,\tilde v_s(\mathbf q+\mathbf G)e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}/\Omega$. It enters (\ref{scf}), so (\ref{main}) carries the whole local change, bare and induced, at the augmentation charges of all atoms. Differentiating the other factors of $\sum D\beta\beta-\varepsilon S$ adds, for atom $s$,
\begin{equation}
|d\beta^{\mathbf k+\mathbf q}\rangle(D-\varepsilon q)\langle\beta^{\mathbf k}|+|\beta^{\mathbf k+\mathbf q}\rangle(D-\varepsilon q)\langle d\beta^{\mathbf k}|+|\beta^{\mathbf k+\mathbf q}\rangle J\langle\beta^{\mathbf k}| .
\label{bare}
\end{equation}
Here $q$ is the matrix $q_{nm}$, which a displacement leaves unchanged, $d\beta^{\mathbf k}(\mathbf G)=-i(\mathbf k+\mathbf G)\cdot\hat{\mathbf e}\,\beta^{\mathbf k}(\mathbf G)$, and the terms in $q$, without the factor $-\varepsilon$, are $\Delta S$. The matrix $J$ is the change of $\int VQ$ when $Q$ moves in the unperturbed $V$: equation (\ref{I}) at $\mathbf q=0$ depends on position through $e^{i\mathbf G\cdot\boldsymbol\tau_s}$, so
\begin{equation}
J_{nm}=\sum_{\mathbf G}i\mathbf G\cdot\hat{\mathbf e}\,V(\mathbf G)\,e^{i\mathbf G\cdot\boldsymbol\tau_s}\tilde Q_{nm}(\mathbf G)^* .
\end{equation}
The density gains two terms. The $+\mathbf q$ part of (\ref{vv}) has $v'$ at $\mathbf k+\mathbf q$ and prefactor $-2=4\times(-\tfrac12)$, so it is included by adding $-\tfrac12P_v\Delta S|u\rangle$ to $\Delta u$ in (\ref{dn}). The change of $K$ acts between unperturbed states at the same $\mathbf k$, whose phases $e^{\pm i\mathbf k\cdot\mathbf R_l}$ cancel. With $F_{nm}=e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\tilde Q_{nm}(\mathbf q+\mathbf G)$ and $db=\langle d\beta^{\mathbf k}|u\rangle$ it adds to $dn(\mathbf G)$
\begin{equation}
\frac{2}{N\Omega}\sum_{\mathbf kv,nm}F_{nm}\big[db_n^*b_m+b_n^*db_m-i(\mathbf q+\mathbf G)\cdot\hat{\mathbf e}\,b_n^*b_m\big].
\label{dK}
\end{equation}

\section{Worked example}

\emph{Model.} A cubic cell, $a=5$ bohr, $b=2\pi/a=1.25664$ bohr$^{-1}$, holds two Gaussian ionic charges $Z=2$ of form $e^{-r^2/r_c^2}$, $r_c=0.9$ bohr, at $\boldsymbol\tau_A=(0.5,0.85,0.3)$ and $\boldsymbol\tau_B=(2.85,3.1,3.0)$ bohr. Atom A has normalized Gaussian $s$ and $p$ projectors, B an $s$ projector. $Q_{nm}=\sqrt{q_{nn}q_{mm}}\,g_ng_m$, with $g_s\propto e^{-r^2/2\sigma^2}$ and $g_{p_x}=\sqrt2\,(x/\sigma)g_s$ normalized; for A, $\sigma=0.8$ bohr, $q_{ss}=0.5$, $q_{pp}=0.3$. The functional is Slater exchange, $V_x=-2(3n/\pi)^{1/3}$, $f_x=V_x/3n$. $E_{\rm cut}=8$ Ry, $\mathbf q=(b/3,0,0)$, $q=0.41888$ bohr$^{-1}$, $\mathbf k=0,\pm\mathbf q$. The gap on these points is $0.699+0.363=1.062$ Ry ($14.4$ eV). The reference is a three-cell supercell with real-space integrals and central differences of self-consistent results at $\lambda=\pm0.001$. It shares the basis, sampling and functional, omits correlation, and is not converged in cutoff or $\mathbf k$; extra digits serve to trace arithmetic. Raising $E_{\rm cut}$ to 12 Ry lowers the gap to $1.049$ Ry and, for the external potential below, moves $\mathrm{Re}\,dn(0)$ from $-2.481\times10^{-3}$ to $-2.475\times10^{-3}$ bohr$^{-3}$ and $I_{A,ss}$ by less than $0.001$ Ry. Errors of $dn$ are the largest deviation over $\mathbf G$ divided by the largest reference component. The numerical check follows the text.

\emph{Form factors.} The transform of $g_s^2$ is $e^{-p^2\sigma^2/4}$, and each factor $x$ becomes $i\,\partial/\partial p_x$. With $q^2\sigma^2/4=0.02807$ and $e^{-0.02807}=0.97232$,
\begin{align}
\tilde Q_{ss}&=0.5\times0.97232=0.4862,\nonumber\\
\tilde Q_{sp_x}&=-i\sqrt{0.15}\,(q\sigma/\sqrt2)\,0.97232=-0.0892\,i,\nonumber\\
\tilde Q_{p_xp_x}&=0.3\,(1-q^2\sigma^2/2)\,0.97232=0.2753 .\nonumber
\end{align}
Equation (\ref{Qt}) was tested against such closed forms, (\ref{main}) against the full supercell matrix including the vanishing blocks, and (\ref{st}) against (\ref{sos}). For $\mathbf G=(5,0,0)b$, $|\mathbf q+\mathbf G|=6.70>5.66$ bohr$^{-1}$: the local matrix is zero and the largest element, $6.1\times10^{-4}$ per Ry of $dv$, is augmentation.

\emph{External potential.} Take $dv_{\rm ext}=1$, $0.5i$, $0.3$ Ry at $\mathbf G/b=(0,0,0)$, $(0,1,0)$, $(-1,0,1)$. The result is $dn(0)=(-2.481-0.016i)\times10^{-3}$ bohr$^{-3}$, of which the soft term is $(-2.018-0.037i)\times10^{-3}$; augmentation supplies $0.463/2.481=19\%$ of the real part. With $8\pi/q^2=143.24$, the real Hartree part is $143.24\times(-0.0024807)=-0.3553$ Ry, and $\mathrm{Re}\,dv(0)=0.6573$ Ry leaves $0.6573-1+0.3553=0.013$ Ry for exchange. In (\ref{I}) for $I_{A,ss}$ the three driven components give, in Ry,
\begin{align}
(0.6573+0.0015i)(0.4862)e^{0.2094i}&=0.3124+0.0672i,\nonumber\\
(0.0013+0.4528i)(0.3776)e^{1.2776i}&=-0.1635+0.0499i,\nonumber\\
(0.2880+0.0015i)(0.3471)e^{-0.0419i}&=0.0999-0.0037i,\nonumber
\end{align}
with form factors $0.5e^{-0.16|\mathbf q+\mathbf G|^2}$ and phases $(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_A$. Their sum is $0.249+0.113i$; the full value is $I_{A,ss}=0.252+0.104i$ Ry ($3.43+1.42i$ eV), the difference coming from components of $dv$ induced at other $\mathbf G$. The change of $D_{A,ss}$ per unit $\lambda$ is $2(0.25212)=0.5042$ Ry in cell 0. In cell 1, where $qa=2\pi/3$, it is $2[-0.5(0.25212)-0.86603(0.10412)]=-0.4325$ Ry. Both match the supercell.

Between the upper valence state at $\mathbf k=0$ and the lowest empty state at $\mathbf q$, the $I$ term is $0.335+0.055i$ times the local one, raising the modulus from $0.195$ to $0.195\,|1.335+0.055i|=0.261$ Ry. The error of $dn$ is $2\times10^{-7}$. One pass with the converged $dv$ and an altered operator gives errors of $15\%$ without $I$, $2.7\%$ with $\tilde Q(\mathbf G)$, and $13\%$ with the ket projector at $\mathbf k$. On a $3\times3$ block, $\|\chi_0-\chi_0^\dagger\|/\|\chi_0\|$ is at rounding level with $I$ and $0.050$ without. Doubling $q$ from $0.001$ to $0.002$ bohr$^{-1}$ multiplies $\sum|M_0|^2$ by $16.7545/4.18864=4.00$ with $I$; without it the sum stays at $0.0753$ Ry$^2$.

\emph{Phonon.} Atom A moves along $(0.6,0,0.8)$. With (\ref{bare}), (\ref{dK}) and the $\Delta S$ term the error of $dn$ is $2\times10^{-6}$. One pass without $I$ gives $11\%$; one pass with (\ref{main}) alone gives $60\%$. The $\mathbf G=0$ potential falls from $0.116+0.544i$ to $0.016+0.049i$ Ry/bohr, a far stronger reduction than the $0.66$ found above. The bare value is $-8\pi/q^2$ times the displaced ionic charge, which is thus $-(0.11558+0.54375i)/143.24=(-0.81-3.80i)\times10^{-3}$ bohr$^{-4}$. The electronic $dn(0)=(-0.72-3.62i)\times10^{-3}$ is about $95\%$ of it in modulus: at this wavelength the electrons compensate most of the moved ionic charge. The Hartree part is $143.24\,(-0.7233-3.6159i)\times10^{-3}=-0.1036-0.5179i$ Ry/bohr, so bare plus Hartree leaves $0.0120+0.0258i$; exchange adds nearly as much again, $0.0044+0.0237i$, and brings the total to $0.0164+0.0495i$ Ry/bohr. The moving ion's own term $-\hat{\mathbf e}\cdot\nabla v_A$ is odd about its site and $Q_{ss}$ is even, so that term drops out of $I_{A,ss}$. Two contributions remain: the images of A in other cells give $0.178i$ Ry/bohr and the induced potential gives $0.005-0.179i$ Ry/bohr. They nearly cancel, which is why the total, $I_{A,ss}=0.005-0.001i$ Ry/bohr, is small.

\section*{Calculated quantities}
\begin{verbatim}
a = 5.0 bohr, Omega = 125.0 bohr^3, b = 1.25664 1/bohr, Ecut = 8.0 Ry, grid 18^3
A: tau = [0.5  0.85 0.3 ] bohr, Z = 2.0, rc = 0.9, s_beta = 0.8, s_Q = 0.8 bohr
A: q_nn = [0.5 0.3 0.3 0.3], D0_nn = [-0.6  0.5  0.5  0.5] Ry
B: tau = [2.85 3.1  3.  ] bohr, Z = 2.0, rc = 0.9, s_beta = 0.9, s_Q = 0.9 bohr
B: q_nn = [0.4], D0_nn = [-0.5] Ry
q_x = 0.41888 1/bohr; plane waves at k=-q,0,q: [44, 57, 44], supercell 145
k = -1 q: lowest three bands [-0.88633 -0.53292  0.699  ] Ry
k = +0 q: lowest three bands [-1.03225 -0.36286  0.97948] Ry
k = +1 q: lowest three bands [-0.88633 -0.53292  0.699  ] Ry
gap = 1.06186 Ry = 14.447 eV; min density = 0.00567 bohr^-3
screened D_ss: A -1.27154, B -1.02662 Ry
ground density, primitive vs supercell: 1.5e-10 bohr^-3
A: Qt_ss(q) = +0.48616+0.00000i, Qt_s,px(q) = +0.00000-0.08923i, Qt_px,px(q) = +0.27532+0.00000i
A: phase q.tau = 0.20944 rad; B: 1.19381 rad
Bessel vs Cartesian Qt at |p| = 3.27155 1/bohr: error 8.0e-16
dv_ext(G) in Ry, G in units of b: {(0, 0, 0): 1.0, (0, 1, 0): 0.5j, (-1, 0, 1): 0.3}
operator vs supercell quadrature: max error 2.5e-16 Ry
G=(5,0,0): |q+G| = 6.7021 > 2 sqrt(Ecut) = 5.6569 1/bohr
  largest element per Ry of dv (augmentation only) 6.115e-04, error 1.1e-15
dv_scf(0, 0, 0) = +0.65734+0.00154i Ry; dn = -0.0024807-0.0000157i, FD -0.0024807-0.0000157i bohr^-3
dv_scf(0, 1, 0) = +0.00129+0.45277i Ry; dn = +0.0000964-0.0074548i, FD +0.0000964-0.0074548i bohr^-3
dv_scf(-1, 0, 1) = +0.28800+0.00151i Ry; dn = -0.0032851+0.0002130i, FD -0.0032851+0.0002130i bohr^-3
soft part of dn(G=0) = -0.0020177-0.0000373i bohr^-3
I_A,ss = +0.25212+0.10412i Ry = +3.430+1.417i eV
I_A,s px = -0.01820-0.01192i Ry; I_A,px px = +0.13299+0.06097i Ry; I_B,ss = +0.20807+0.33862i Ry
dD_A,ss cell 0: FD 0.50424, 2Re I 0.50424 Ry
dD_A,ss cell 1: FD -0.43246, formula -0.43246 Ry
|<c1,q|dH|v2,0>| = 0.26064 Ry, local only 0.19502 Ry, aug/local = +0.3353+0.0546i
lambda = 0.001; relative error of dn 1.9e-07, of dD 4.1e-07
wrong dH, relative error of dn: no I 0.1477, Qt(G) 0.0269, beta at k 0.1260
chi0 asymmetry: full 1.8e-15, no I 0.0501
sum|<c|dH|v>|^2 with I: q=0.001: 4.18864e-06, q=0.002: 1.67545e-05 Ry^2
sum|<c|dH|v>|^2 no I: q=0.001: 7.52862e-02, q=0.002: 7.52955e-02 Ry^2
phonon of A along [0.6 0.  0.8], lambda = 0.001 bohr
  dv_scf(G=0) = +0.01639+0.04949i Ry/bohr, bare local +0.11558+0.54375i Ry/bohr
  I_A,ss = +0.00505-0.00051i Ry/bohr, I_B,ss = +0.00235+0.00063i Ry/bohr
  dn(G=0) = -0.0007233-0.0036159i, FD -0.0007233-0.0036159i bohr^-4; relative error 1.8e-06
  relative error without I 0.1086, without moving beta, Q, S 0.6007
\end{verbatim}
